# Empty-core G=0 energy and the equilibrium density of sodium: a program that tests the result

```python
"""Empty-core ions in a uniform electron gas (Hartree atomic units).

Result under test: v(r)=0 for r<rc and -Z/r for r>rc has the G=0 term
    alpha = integral of (v + Z/r) = 2 pi Z rc^2,
and the energy per electron on a bcc lattice is
    e = a/rs^2 - bx/rs + ec(rs) - A Z^(2/3)/rs + 3 rc^2/(2 rs^3).
For Z=1, e'(rs)=0 gives
    rc^2 = (2/9) [(bx+A) rs^2 - 2 a rs + rs^4 ec'(rs)].
Z: valence, rc: core radius, rs: radius of the sphere per electron,
A: Madelung constant, a and bx: kinetic and exchange coefficients,
ec: Perdew-Zunger correlation energy per electron (rs >= 1).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc, spherical_jn
from pyscf.dft import libxc

pi = np.pi
bohr_m = const.physical_constants["Bohr radius"][0]
hartree_J = const.physical_constants["Hartree energy"][0]
bohr_to_angstrom = bohr_m / const.angstrom
pressure_to_GPa = hartree_J / bohr_m**3 / 1e9

# ---------- closed formulas ----------
kf_rs = (9 * pi / 4) ** (1 / 3)
a_kin = 0.3 * kf_rs**2
b_x = 3 * kf_rs / (4 * pi)


def correlation(rs):
    """Perdew-Zunger energy and its first two rs derivatives, rs >= 1."""
    gamma, beta1, beta2 = -0.1423, 1.0529, 0.3334
    d = 1 + beta1 * np.sqrt(rs) + beta2 * rs
    d1 = beta1 / (2 * np.sqrt(rs)) + beta2
    d2 = -beta1 / (4 * rs**1.5)
    return (gamma / d, -gamma * d1 / d**2,
            gamma * (2 * d1**2 / d**3 - d2 / d**2))


def bcc_madelung(eta):
    """Ewald sum for unit charges, cubic lattice constant 1."""
    n = np.arange(-6, 7)
    grid = np.array(np.meshgrid(n, n, n)).reshape(3, -1).T
    points = np.vstack([grid, grid + 0.5])
    r = np.linalg.norm(points, axis=1)
    r = r[r > 1e-9]
    even = grid[grid.sum(axis=1) % 2 == 0]
    g2 = (2 * pi) ** 2 * (even**2).sum(axis=1)
    g2 = g2[g2 > 1e-9]
    volume = 0.5
    potential = (np.sum(erfc(eta * r) / r)
                 + 4 * pi / volume * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
                 - 2 * eta / np.sqrt(pi) - pi / (volume * eta**2))
    return -0.5 * potential * (3 * volume / (4 * pi)) ** (1 / 3)


madelung = bcc_madelung(2.0)
assert abs(madelung - bcc_madelung(2.6)) < 1e-10
b_total = b_x + madelung


def rc_squared(rs, with_correlation=True):
    slope = correlation(rs)[1] if with_correlation else 0.0
    return 2 / 9 * (b_total * rs**2 - 2 * a_kin * rs + rs**4 * slope)


# ---------- worked example: sodium, rough measured density ----------
Z = 1
rs_na = 3.9
rc = np.sqrt(rc_squared(rs_na))
alpha = 2 * pi * Z * rc**2
omega = Z * 4 * pi / 3 * rs_na**3

# ---------- alpha and form factor from the definition ----------


def empty_core(r, valence, radius):
    return 0.0 if r < radius else -valence / r


for valence, radius in ((1, rc), (3, 1.1)):
    direct = quad(lambda r: 4 * pi * r**2 *
                  (empty_core(r, valence, radius) + valence / r),
                  0, 2 * radius, points=[radius])[0]
    assert abs(direct - 2 * pi * valence * radius**2) < 1e-7

g_test = 0.7
screenings = np.array([0.02, 0.04, 0.06, 0.08])
screened = []
for kappa in screenings:
    integral = quad(lambda r: np.exp(-kappa * r), rc, 40 / kappa,
                    weight="sin", wvar=g_test, limit=500)[0]
    screened.append(-4 * pi * Z / g_test * integral)
form_numeric = np.polyfit(screenings, screened, 3)[-1]
form_formula = -4 * pi * Z * np.cos(g_test * rc) / g_test**2
# remaining error: fourth order in the screening parameter
assert abs(form_numeric - form_formula) < 2e-3
g_small = 0.01
remainder = 4 * pi * Z * (1 - np.cos(g_small * rc)) / g_small**2
assert abs(remainder / alpha - 1) < 1e-4

# ---------- jellium coefficients from Fermi sphere and exchange hole ----------
kinetic_average = (quad(lambda k: k**4 / 2, 0, kf_rs)[0]
                   / quad(lambda k: k**2, 0, kf_rs)[0])
hole_integral = quad(lambda x: 9 * spherical_jn(1, x)**2 / x if x > 0 else 0.0,
                     0, 1000, limit=3000)[0]
density_rs1 = 3 / (4 * pi)
exchange_average = -pi * density_rs1 / kf_rs**2 * hole_integral
assert abs(kinetic_average - a_kin) < 1e-9
assert abs(exchange_average + b_x) < 1e-5


def libxc_correlation(rs):
    density = np.array([3 / (4 * pi * rs**3)])
    return float(libxc.eval_xc(",LDA_C_PZ", density, spin=0)[0][0])


for rs in (1.5, 3.9, 6.0):
    assert abs(libxc_correlation(rs) - correlation(rs)[0]) < 1e-6

# ---------- electrostatics by damped direct lattice sums ----------
cells = np.arange(-30, 31)
shell_numbers = []
for offset in (0, 1):
    m2 = (2 * cells + offset) ** 2
    shell_numbers.append((m2[:, None, None] + m2[None, :, None]
                          + m2[None, None, :]).ravel())
four_r2, multiplicity = np.unique(np.concatenate(shell_numbers),
                                  return_counts=True)
shell_radius = np.sqrt(four_r2[1:]) / 2
multiplicity = multiplicity[1:]


def damped_parts(rs, radius, valence, mu_cell):
    """Ion-ion, electron-electron, electron-ion energies per electron.

    Every 1/r is replaced by exp(-mu^2 r^2)/r, with mu = mu_cell/lattice.
    """
    volume = valence * 4 * pi / 3 * rs**3
    lattice = (2 * volume) ** (1 / 3)
    mu = mu_cell / lattice
    r = shell_radius * lattice
    ions = 0.5 * valence * np.sum(multiplicity * np.exp(-(mu * r)**2) / r)

    def tail(start):
        return quad(lambda s: 4 * pi * s * np.exp(-(mu * s)**2),
                    start, 7 / mu, epsabs=1e-10, epsrel=1e-12)[0]

    electrons = 0.5 * valence / volume * tail(0.0)
    mixed = -valence / volume * tail(radius)
    return ions, electrons, mixed


def direct_electrostatics(rs, radius, valence):
    mus = np.array([0.2, 0.3, 0.4])
    sums = [sum(damped_parts(rs, radius, valence, mu)) for mu in mus]
    return np.polyfit(mus**2, sums, 2)[-1]


for valence, rs, radius in ((1, rs_na, rc), (3, 2.1, 1.1)):
    formula = (-madelung * valence ** (2 / 3) / rs
               + 3 * radius**2 / (2 * rs**3))
    assert abs(direct_electrostatics(rs, radius, valence) - formula) < 5e-6

# ---------- equilibrium and stiffness from the independent energy ----------


def numerical_energy(rs, radius):
    return (kinetic_average / rs**2 + exchange_average / rs
            + libxc_correlation(rs) + direct_electrostatics(rs, radius, 1))


found = minimize_scalar(lambda rs: numerical_energy(rs, rc),
                        bounds=(2.5, 6.0), method="bounded",
                        options={"xatol": 1e-6})
assert abs(found.x - rs_na) < 1e-3

rs_no_core = brentq(rc_squared, 1.0, 3.0)
found_no_core = minimize_scalar(lambda rs: numerical_energy(rs, 0.0),
                                bounds=(1.05, 3.0), method="bounded",
                                options={"xatol": 1e-6})
assert abs(found_no_core.x - rs_no_core) < 1e-3
assert np.all(np.diff(rc_squared(np.linspace(1, 20, 2000))) > 0)

curvature = (6 * a_kin / rs_na**4 - 2 * b_total / rs_na**3
             + correlation(rs_na)[2] + 18 * rc**2 / rs_na**5)
bulk = curvature / (12 * pi * rs_na)
step = 0.005 * omega
energies = [numerical_energy((3 * v / (4 * pi)) ** (1 / 3), rc)
            for v in (omega - step, omega, omega + step)]
bulk_numeric = omega * (energies[0] - 2 * energies[1] + energies[2]) / step**2
assert curvature > 0
assert abs(bulk_numeric / bulk - 1) < 3e-3

# ---------- output ----------
ec, ec_slope, ec_curvature = correlation(rs_na)
parts = {"kinetic": a_kin / rs_na**2, "exchange": -b_x / rs_na,
         "correlation": ec, "Madelung": -madelung / rs_na,
         "core (alpha/Omega)": alpha / omega}
total = sum(parts.values())
assert abs(total - numerical_energy(rs_na, rc)) < 1e-5

print(f"Input valence Z: {Z}")
print(f"Input rough sodium rs: {rs_na:.1f} bohr")
print(f"Kinetic coefficient a: {a_kin:.6f} Ha bohr^2")
print(f"Exchange coefficient bx: {b_x:.6f} Ha bohr")
print(f"bcc Madelung constant A: {madelung:.6f} (dimensionless)")
print(f"Sum b = bx + A: {b_total:.6f} Ha bohr")
print(f"Correlation slope ec': {ec_slope:.6f} Ha/bohr")
print(f"Correlation curvature ec'': {ec_curvature:.6f} Ha/bohr^2")
print(f"Bracket term b rs^2: {b_total * rs_na**2:.4f} bohr^2")
print(f"Bracket term -2 a rs: {-2 * a_kin * rs_na:.4f} bohr^2")
print(f"Bracket term rs^4 ec': {rs_na**4 * ec_slope:.4f} bohr^2")
print(f"rc^2: {rc**2:.4f} bohr^2")
print(f"Core radius rc: {rc:.4f} bohr")
print(f"Core radius rc: {rc * bohr_to_angstrom:.4f} angstrom")
print(f"alpha: {alpha:.4f} Ha bohr^3")
print(f"Cell volume Omega: {omega:.3f} bohr^3")
for name, value in parts.items():
    print(f"Energy per electron, {name}: {value:.6f} Ha")
print(f"Energy per electron, total: {total:.6f} Ha")
print(f"Curvature e'': {curvature:.6f} Ha/bohr^2")
print(f"Bulk modulus, formula: {bulk * pressure_to_GPa:.3f} GPa")
print(f"Bulk modulus, numerical: {bulk_numeric * pressure_to_GPa:.3f} GPa")
print(f"Equilibrium rs, numerical minimum: {found.x:.4f} bohr")
print(f"Equilibrium rs with rc = 0: {rs_no_core:.4f} bohr")
for rs in (3.8, 4.0):
    print(f"rc if rs = {rs:.1f} bohr: {np.sqrt(rc_squared(rs)):.4f} bohr")
rc_plain = np.sqrt(rc_squared(rs_na, False))
print(f"rc without correlation: {rc_plain:.4f} bohr")
for mu_cell in (0.4, 0.2):
    ii, ee, ei = damped_parts(rs_na, rc, Z, mu_cell)
    print(f"Damping mu times lattice constant: {mu_cell:.1f}")
    print(f"  ion-ion per electron: {ii:.6f} Ha")
    print(f"  electron-electron per electron: {ee:.6f} Ha")
    print(f"  electron-ion per electron: {ei:.6f} Ha")
    print(f"  sum per electron: {ii + ee + ei:.6f} Ha")
limit_direct = direct_electrostatics(rs_na, rc, Z)
limit_formula = parts["Madelung"] + parts["core (alpha/Omega)"]
print(f"Undamped limit, direct sums: {limit_direct:.6f} Ha")
print(f"Madelung plus core, formula: {limit_formula:.6f} Ha")
print("success")
```

Running it gives:

```
Input valence Z: 1
Input rough sodium rs: 3.9 bohr
Kinetic coefficient a: 1.104951 Ha bohr^2
Exchange coefficient bx: 0.458165 Ha bohr
bcc Madelung constant A: 0.895929 (dimensionless)
Sum b = bx + A: 1.354095 Ha bohr
Correlation slope ec': 0.004451 Ha/bohr
Correlation curvature ec'': -0.001473 Ha/bohr^2
Bracket term b rs^2: 20.5958 bohr^2
Bracket term -2 a rs: -8.6186 bohr^2
Bracket term rs^4 ec': 1.0298 bohr^2
rc^2: 2.8904 bohr^2
Core radius rc: 1.7001 bohr
Core radius rc: 0.8997 angstrom
alpha: 18.1611 Ha bohr^3
Cell volume Omega: 248.475 bohr^3
Energy per electron, kinetic: 0.072646 Ha
Energy per electron, exchange: -0.117478 Ha
Energy per electron, correlation: -0.032492 Ha
Energy per electron, Madelung: -0.229725 Ha
Energy per electron, core (alpha/Omega): 0.073090 Ha
Energy per electron, total: -0.233959 Ha
Curvature e'': 0.039194 Ha/bohr^2
Bulk modulus, formula: 7.843 GPa
Bulk modulus, numerical: 7.843 GPa
Equilibrium rs, numerical minimum: 3.9000 bohr
Equilibrium rs with rc = 0: 1.5930 bohr
rc if rs = 3.8 bohr: 1.6408 bohr
rc if rs = 4.0 bohr: 1.7593 bohr
rc without correlation: 1.6314 bohr
Damping mu times lattice constant: 0.4
  ion-ion per electron: 4.730153 Ha
  electron-electron per electron: 4.957801 Ha
  electron-ion per electron: -9.842780 Ha
  sum per electron: -0.154826 Ha
Damping mu times lattice constant: 0.2
  ion-ion per electron: 19.601995 Ha
  electron-electron per electron: 19.831203 Ha
  electron-ion per electron: -39.589384 Ha
  sum per electron: -0.156186 Ha
Undamped limit, direct sums: -0.156635 Ha
Madelung plus core, formula: -0.156635 Ha
success
```
